Transverse Conductivity of a Free-Electron Metal at Short Wavelengths

In a metal that looks the same in every direction and in a mirror, the wavevector q of a weak field is the only direction available to the response. The conductivity tensor can therefore contain only two scalars: σ_T for a field perpendicular to q, and another for a field along q. If the metal is described by its uniform static conductivity σ0, the mean free path l of its electrons and their relaxation time τ, dimensions require

σ_T(q,ω) = σ0 F(ql, ωτ),

where ω is the frequency and F is a pure number. Suppose that the field varies so rapidly in space that most electrons leave a region of one sign long before they collide. If the static response then no longer depends on the collision rate, F must cancel the factor l in σ0, which leaves

σ_T = C σ0/(ql).

The Boltzmann equation must show that this independence really occurs, supply C = 3π/4, and tell us what "low frequency" means.

Hartree atomic units are used in the derivation, so the electron has mass 1 and charge −1, and its velocity v equals its wavevector k. The metal fills all space. Its electrons have energy ε = k²/2 and occupy a Fermi sphere of radius kF, with Fermi energy EF = kF²/2 and speed vF = kF. Counting two spins gives the density

n = 2 (4πkF³/3)/(2π)³ = kF³/(3π²).

We write l = vF τ and σ0 = nτ. The thermal energy, ω and 1/τ are small compared with EF, and q is small compared with kF, so that a classical distribution in position and wavevector is adequate for the conduction current. It omits the equilibrium magnetisation current of the electrons, whose size is given with the quantum calculation below.

Let q point along z, with q > 0, and let the field point along x:

E_x(z,t) = E exp(iqz − iωt).

Physical fields are real parts. The distribution is f = f0(ε) + f1, where f0 is the Fermi function and f1 is proportional to E. Collisions relax f towards f0 in the rest frame of the lattice, at the rate 1/τ:

∂f/∂t + v·∂f/∂r + 𝐅·∂f/∂k = −f1/τ.

The force is 𝐅 = −(𝐄 + v×𝐁), in units of 𝐁 that make this true. Since ∂f0/∂k = v f0′, with f0′ = df0/dε, the magnetic part multiplies f0′ by (v×𝐁)·v, which is zero. Its action on f1 is of second order in the wave and is dropped. The electric part gives −E v_x f0′. Time and space derivatives of f1 bring down −iω and iq v_z, so

(−iω + iq v_z + 1/τ) f1 = E v_x f0′,

or, after multiplication by τ,

f1 = τE v_x f0′/(1 − iωτ + iq v_z τ).

One point about the collision term needs care. Collisions conserve the number of electrons at each place, so relaxation should lead to an equilibrium with the actual local density. That would add a source −f0′ δμ to the right side of the equation for (1 − iωτ + iq v_z τ) f1, where δμ is the local shift of chemical potential. The field-driven part of f1 is proportional to cos φ, φ being the azimuth about q, and contributes no density. Integrating f1 over k must then reproduce the density belonging to δμ, which requires

δμ [1 − ⟨1/(1 − iωτ + iq v_z τ)⟩] = 0,

where the brackets average over the Fermi sphere. The denominator has modulus at least 1, and exceeds 1 except at a single value of v_z. The average therefore has modulus below 1, and δμ = 0. A transverse field creates no charge density, and the simple collision term is consistent.

The same f1 follows from the history of an electron. An electron that has gained energy W since its last collision carries the occupation f0(ε − W), so f1 = −f0′W to first order. At a time t′ before the present it was at z − v_z t′, and the field did work on it at the rate −E v_x exp[i(ω − q v_z)t′], apart from the common wave factor. The chance that no collision has happened since then is exp(−t′/τ). Hence

⟨W⟩ = −E v_x ∫₀^∞ dt′ exp[−t′/τ + i(ω − q v_z)t′]
= −τE v_x/(1 − iωτ + iq v_z τ),

and −f0′⟨W⟩ is the solution found above. The denominator thus records the alternation of the field along the electron's path. A numerical integration over flight times, weighted by exp(−t′/τ), for ql = 5 and ωτ = 0.7 gives σ_T/σ0 = 0.36157 + 0.06042i, equal in all printed digits to the closed formula derived below.

The current carries the electron charge −1 and a factor 2 for spin:

j_x = −2∫ d³k/(2π)³ v_x f1.

Inserting f1 and dividing by E gives

σ_T = 2τ ∫ d³k/(2π)³ v_x² (−f0′)/(1 − iωτ + iq v_z τ).

With v_y or v_z in place of one factor v_x, the azimuthal integral vanishes, so the current is parallel to the field. For a cold metal −f0′ becomes δ(ε − EF). Put v_z = kμ, with μ the cosine of the angle between v and q, and v_x² = k²(1 − μ²)cos²φ. The volume element is k² dk dμ dφ, with dk = dε/k, and the azimuth gives ∫cos²φ dφ = π. Collecting powers of k at the Fermi surface,

σ_T = [2τ/(8π³)] π kF³ ∫₋₁¹ dμ (1 − μ²)/(1 − iωτ + iqlμ).

The prefactor is τkF³/(4π²) = (3/4)nτ, so

σ_T/σ0 = (3/4) ∫₋₁¹ dμ (1 − μ²)/(1 − iωτ + iqlμ).

For q = 0 the integral of 1 − μ² is 4/3, and the Drude result σ0/(1 − iωτ) appears, as it should. The reduction to the Fermi surface was tested by doing the whole k integral at a thermal energy of 0.002 EF. For ql = 4 and ωτ = 0.5 it gives 0.42813 + 0.06224i, and so does the closed formula.

To carry out the angular integral, define s = 1 − iωτ and a = ql/s. Then

1/(s + iqlμ) = (1/s)(1 − iaμ)/(1 + a²μ²).

The term odd in μ integrates to zero against the even factor 1 − μ². What remains is twice the integral from 0 to 1:

σ_T/σ0 = [3/(2s)] ∫₀¹ dμ (1 − μ²)/(1 + a²μ²).

Division of the polynomials gives

(1 − μ²)/(1 + a²μ²) = −1/a² + (1 + 1/a²)/(1 + a²μ²),

which is verified by multiplying both sides by 1 + a²μ². Since ∫₀¹ dμ/(1 + a²μ²) = (arctan a)/a, we obtain

σ_T = [σ0/(1 − iωτ)] [3/(2a³)] [(1 + a²) arctan a − a],

a = ql/(1 − iωτ).

For complex a the arctangent needs a branch. The real part of a is ql/(1 + ω²τ²), which is positive. As μ runs from 0 to 1, the product aμ stays in the right half-plane and avoids the singular points ±i, so the principal branch applies.

When |a| is small, the series arctan a = a − a³/3 + a⁵/5 − … gives

(1 + a²) arctan a − a = (2/3)a³ − (2/15)a⁵ + …,

and therefore

σ_T = [σ0/(1 − iωτ)] (1 − a²/5 + …).

This is nearly local conduction: an electron crosses only a small part of a wavelength during the relaxation time or, if 1/ω is shorter, during the time 1/ω. At ωτ = 0 and ql = 0.1 the series gives 1 − 0.01/5 = 0.998, against the full value σ_T/σ0 = 0.99801.

When |a| is large and Re a > 0, the relation arctan a = π/2 − arctan(1/a) gives

arctan a = π/2 − 1/a + 1/(3a³) − ….

Multiplication by 1 + a² and subtraction of a leave

(1 + a²) arctan a − a = πa²/2 − 2a + π/2 + O(1/a).

The −2a has two equal sources, the product a²(−1/a) and the explicit −a. Multiplying by 3/(2a³), dividing by s and using 1/a = s/(ql), we find

σ_T/σ0 = 3π/(4ql) − 3s/(ql)² + 3πs²/[4(ql)³] + ….

The leading term is the required limit:

σ_T → 3πσ0/(4ql).

The factor s has cancelled from it, so it is real and contains neither ω nor τ. With σ0/l = n/kF and n = kF³/(3π²) it becomes

σ_T → 3πn/(4q kF) = kF²/(4πq),

or e²kF²/(4πħq) in SI units. The size of the Fermi sphere and the wavelength fix the answer.

The first correction, relative to the limit, is

−4s/(πql) = −(4/π)[1/(ql) − iω/(q vF)].

Its two parts state the two conditions. The wavelength must be short compared with the free path, ql ≫ 1, and the wave must change slowly during the time an electron needs to cross a wavelength, ω ≪ q vF. The product ωτ need not be small. For ql = 3000 and ωτ = 30 the ratio of σ_T to its limit is 0.9995 + 0.0127i: the field goes through about five periods in a relaxation time, yet the limit is good to about one per cent. For ql = 100 and ωτ = 1000, on the other hand, ω/(q vF) = 10 and |a| is about 0.1. The small-a formula applies, and it gives

σ_T ≈ iσ0/(ωτ),

the response of freely accelerated electrons. The calculated σ_T/σ0 is 1.0×10⁻⁶ + 1.002×10⁻³i, whereas the short-wavelength formula would give 2.356×10⁻². A long free path alone does not justify the limit.

At ωτ = 0 the approach to the limit is gradual. For ql = 1 the full σ_T/σ0 is 0.856 and the limiting formula gives 2.356, which is meaningless there. For ql = 10 the values are 0.208 and 0.236, so the limit is too large by 13 per cent of the full value. For ql = 100 they are 0.02326 and 0.02356, a difference of 1.3 per cent.

The angular integral shows which electrons carry the current. Its real part contains

Re[1/(1 − iωτ + iqlμ)] = 1/[1 + (qlμ − ωτ)²].

This is a peak at μ = ω/(q vF) with half-width 1/(ql). Under the two conditions above it is narrow and lies close to μ = 0, so that 1 − μ² may be replaced by 1. The area under the peak is π/(ql), and multiplication by 3/4 gives the limit again. The electrons concerned move almost parallel to the wavefronts. The phase of the field seen by an electron changes by |qlμ − ωτ| radians in a relaxation time, which is less than one radian within the half-width of the peak. Electrons further out see the field alternate and each gains less net energy, although the wings of the peak together still carry half of its area. The number of effective electrons falls as 1/(ql), and each gains energy over a time τ, so the product does not depend on τ. At ωτ = 0 the range |μ| < 1/(ql) holds the fraction (2/π) arctan 1 = 1/2 of the peak. For ql = 10000 the calculated share of the dissipative current is 0.5001.

A single relaxation time is a strong assumption, and we can ask whether the limit depends on it. Let the part of f1 proportional to v_x, which carries the current, relax at 1/τ, and let all higher angular harmonics relax at γ/τ. In a static uniform field f1 = τE v_x f0′ and j = σ0E, so the current-carrying part of f1 is always τv_x f0′ j/σ0. The collision term is then

−γf1/τ + (γ − 1) v_x f0′ j/σ0.

The second piece has the same form as the driving term E v_x f0′. If σ_γ denotes the conductivity when everything relaxes at γ/τ, it follows that

j = σ_γ [E + (γ − 1) j/σ0],

σ_T = σ_γ/[1 − (γ − 1)σ_γ/σ0].

At short wavelength σ_γ tends to kF²/(4πq), whatever the value of γ, and σ_γ/σ0 tends to zero. Hence σ_T has the same limit as before, provided that γ is fixed, ω ≪ q vF, and ql is large compared with both γ and 1. The condition ql ≫ γ brings σ_γ to its limit, and for γ < 1 the further condition ql ≫ 1 is needed to make (γ − 1)σ_γ/σ0 small. An independent solution in angular harmonics with γ = 3 and ωτ = 0 shows the difference between the regimes. Relative to γ = 1, σ_T changes by the factor 1.0966 at ql = 1 and by 1.0007 at ql = 3000. Scattering mainly through small angles, for which the relaxation rate grows with the order of the harmonic, lies outside this model with two rates.

The limit can also be obtained from quantum mechanics without any collisions, which shows where the classical treatment ends. Take a real field of amplitude E = ωA, with vector potential of amplitude A. The coupling to the orbital motion of an electron is A k_x cos(qz − ωt), whose absorbing part has amplitude A k_x/2 and takes k to k + q. Absorption minus emission is proportional to f_k(1 − f_{k+q}) − f_{k+q}(1 − f_k) = f_k − f_{k+q}. The golden rule gives the absorbed power per volume

P = ω · 2∫ d³k/(2π)³ · 2π(A²k_x²/4)(f_k − f_{k+q}) δ(ε_{k+q} − ε_k − ω).

Setting P = (Re σ_T)ω²A²/2 yields

Re σ_T = (2π/ω) ∫ d³k/(2π)³ k_x² (f_k − f_{k+q}) δ(ε_{k+q} − ε_k − ω).

For ω → 0 the difference of occupations is ω δ(ε_k − EF), and energy conservation reads qkμ + q²/2 = 0. On the Fermi sphere this fixes μ = −q/(2kF), which exists for q < 2kF, and the delta function contributes 1/(q kF). With the same azimuthal factor π and radial factor kF³ as before,

Re σ_T = [2π/(8π³)] π kF³ [1/(q kF)] [1 − (q/2kF)²]
= [kF²/(4πq)] [1 − (q/2kF)²].

The bracket is the orbital quantum correction to the dissipative part. A numerical evaluation of the occupation integral gives the factor 0.75000 at q = kF, in agreement with 1 − 1/4, and 0.99997 at q = 0.01 kF. The electron spin also couples to the magnetic field of the wave, of amplitude qA. This adds q²/4 to k_x² in the squared matrix element and turns the bracket into 1 + (q/2kF)². The correction keeps its size but changes sign, and in both cases it vanishes for q ≪ kF. The reactive part of σ_T needs a further condition. The magnetic field of the wave induces a Landau diamagnetic current, which adds i kF q²/(12π²ω) to σ_T, or i q³/(3πkFω) relative to the limit; with the spin paramagnetism included this term is multiplied by −2. It grows without bound as ω → 0 at fixed q, and for q = 0.01 kF and ω = 10⁻⁵ q vF it is already comparable to the limit. The full σ_T is therefore real and equal to the limit only for q³/kF ≪ ω ≪ q vF, and the values quoted for ωτ = 0 describe the dissipative part.

High-purity indium near 4 K offers a case in which the short-wavelength regime matters. It is a nearly free-electron metal used for contacts in cryogenic circuits, and at this temperature it is still in its normal state. We take a rough electron density of 1.1×10²³ cm⁻³, a frequency of 10 GHz and a chosen mean free path of 5 μm. The free-electron formulas give kF = 14.82 nm⁻¹ and vF = 1.716×10⁶ m/s, hence

τ = l/vF = 2.91 ps, ωτ = 0.183.

The static conductivity is σ0 = (1.806×10¹⁵ S/m²)(5×10⁻⁶ m) = 9.03×10⁹ S/m. With local conduction the skin depth √[2/(μ0ωσ0)] would be 53 nm, about one hundredth of the free path. Local conduction is therefore inconsistent with its own result.

A suitable wavevector follows from Maxwell's equations. With displacement current neglected they relate q² to μ0ωσ_T in magnitude. Inserting the short-wavelength limit gives

q³ = (3π/4) μ0ω σ0/l,

q = 6.95 μm⁻¹, 1/q = 144 nm.

This sets the scale of the skin layer; the actual field near a surface contains a range of wavevectors, and its surface impedance is a separate problem. In this limit q depends on σ0/l and not on l. With the full σ_T the scale 1/q is about one per cent larger, and a still longer free path would remove only that one per cent. At this wavevector ql = 34.8 and ω/(q vF) = 0.0053, so both conditions hold. The limit gives

σ_T = [3π/(4 × 34.76)] × 9.032×10⁹ S/m = 6.12×10⁸ S/m.

The full formula gives (5.90 + 0.04i)×10⁸ S/m. Its real part is 0.964 of the limit, as the first correction predicts: 4/(π × 34.76) = 0.037. The metal conducts at this wavelength with 6.5 per cent of its static conductivity. The electrons with |μ| < 1/(ql) carry 0.513 of the dissipative current. The excess over one half arises because the total lies 3.6 per cent below the limit, which outweighs a small loss from the displacement of the peak by ωτ = 0.183 half-widths.

At room temperature, with a rough resistivity of 8 μΩ cm, the same model gives l = 6.9 nm and a skin depth of 1.42 μm at 10 GHz. Their ratio is 0.005, and the correction a²/5 is of order 10⁻⁵. Conduction in the skin layer is then local, and the short-wavelength formula has no application.

The chosen free path implies a resistivity about 700 times smaller than at room temperature. That calls for pure, well-annealed metal; a less pure contact will have a shorter free path, and surface scattering, which is absent here, must be included in any film that is not much thicker than the free path: diffusely scattering surfaces lower the static conductivity of a film of thickness d > l by roughly the fraction 3l/(8d), still about 18 per cent at d = 10 μm. Because the skin layer is far thinner than l, the manner of reflection also affects the surface impedance of a thick sample. The limit softens the dependence on purity: with q and ω held fixed, halving l halves σ0 but lowers Re σ_T by 3.55 per cent. One assumption that real indium does not satisfy is the spherical Fermi surface. Near a Bragg plane the lattice mixes two plane waves and alters the electron's velocity. With an assumed half-gap of 0.2 eV, and the lattice approximated as cubic, 19 per cent of the sphere lies where the two unmixed energies differ by less than the full gap. The share grows with the assumed gap, to 36 per cent for a half-gap of 0.4 eV. It is a share of the surface, not a calculated shift of σ_T, but it means that a change of tens of per cent, dependent on the direction of q, cannot be excluded. Unequal relaxation of the angular harmonics, described above, raises Re σ_T at this ql by 6 per cent for γ = 3 and by 29 per cent for γ = 10. Coupling to phonons lowers the electron velocity at this temperature by a factor of roughly 1.8 without changing σ0/l. At the same l this raises ωτ to about 0.33 and lowers the share 0.513 to 0.50, while Re σ_T is unchanged to three digits. Three other neglected effects are negligible: the thermal energy is 4×10⁻⁵ of EF, the quantum corrections are (q/2kF)² = 5.5×10⁻⁸ in the dissipative part and below 10⁻⁵ of the limit in the reactive part, and the displacement current is 10⁻⁹ of the conduction current. For this metal the value 6×10⁸ S/m should therefore be read to one significant figure at best. The further digits given here and in the numerical output serve only to compare formulas with one another.

Computed results

```
TESTS (ratios, no unit)
k integral sigma_T/sigma0, ql=4, wt=0.5: 0.42813+0.06224j
closed form, same case: 0.42813+0.06224j
path average sigma_T/sigma0, ql=5, wt=0.7: 0.36157+0.06042j
closed form, same case: 0.36157+0.06042j
ql=0.1, wt=0: sigma_T/sigma0 0.99801, limit 23.56194
ql=1, wt=0: sigma_T/sigma0 0.85619, limit 2.35619
ql=10, wt=0: sigma_T/sigma0 0.20788, limit 0.23562
ql=100, wt=0: sigma_T/sigma0 0.02326, limit 0.02356
sigma_T/limit at ql=3000, wt=30: 0.9995+0.0127j
sigma_T/sigma0 at ql=100, wt=1000: 1.006e-06+1.002e-03j
limit formula there: 2.356e-02
higher harmonics relax 3x faster, change factor at ql=1: 1.0966
same at ql=3000: 1.0007
grazing share |mu|<1/(ql), ql=10000, wt=0: 0.5001
quantum/semiclassical limit at q=0.01 kF: 0.99997
quantum/semiclassical limit at q=kF: 0.75000
EXAMPLE: indium, rough values
electron density (rough): 1.1e+23 cm^-3
temperature: 4 K; frequency: 10 GHz
mean free path (chosen): 5.0 um
kF: 14.82 nm^-1; vF: 1.716e+06 m/s; EF: 8.37 eV
relaxation time: 2.914 ps; omega tau: 0.1831
sigma0: 9.032e+09 S/m
sigma0/l: 1.806e+15 S/m^2
room resistivity (rough) / cold resistivity: 723
classical skin depth, cold: 53.0 nm
skin-layer wavevector q: 6.952 um^-1; 1/q: 143.8 nm
q l: 34.76; omega/(q vF): 0.00527
sigma_T full formula: 5.9024e+08+3.9228e+06j S/m
sigma_T limit: 6.1218e+08 S/m
sigma_T limit plus next term: 5.8975e+08+4.1050e+06j S/m
|full|/sigma0: 0.06535; Re full/limit: 0.9642
mu0 omega |sigma_T|/q^2: 0.9642
grazing share |mu|<1/(ql): 0.5129
room temperature (rough resistivity 8 uohm cm):
  l: 6.92 nm; skin depth: 1424 nm
  l/skin depth: 0.00486
NEGLECTED EFFECTS
Bragg-disturbed share of sphere, half-gap 0.2 eV: 0.190
change of Re sigma_T if l is halved: -3.55 %
kT/EF: 4.12e-05; (q/2kF)^2: 5.50e-08
displacement/conduction current: 9.43e-10
```
